Why a 1 nm platinum particle has a 0.47 eV Gibbs–Thomson shift

**Question**

I am trying to understand the first cycles of platinum atomic layer deposition on an oxide, when the metal sits there as separate islands. For a particle of radius 1 nm I was given a surface energy of 2.5 J/m2 and an atomic volume of 0.0151 nm3, and told that the Gibbs–Thomson shift is 0.47 eV.

I can't reproduce it. I take the total surface energy of the sphere, divide by the number of atoms, and get 0.71 eV. Where does the missing third go? I also don't see why a formula for smooth spheres should hold for a few hundred atoms, whether the oxide underneath changes the answer, or what the number does to the islands at a growth temperature of about 573 K.

**Answer**

Your 0.71 eV is a correct number for a different quantity. You computed the average surface energy per atom. The Gibbs–Thomson shift is the change in surface energy when one atom is added, which is what decides whether atoms join or leave the particle.

**The shift for a sphere**

Take a sphere of radius r with N atoms, each of volume Ω. Let the surface energy γ be the same in all directions and independent of r, and let the surface be clean. Chemical potentials are measured from that of an atom in bulk platinum, so the free energy G below is the excess due to the surface alone. The algebra contains no ħ, electron mass or charge, so it reads the same in atomic units.

The volume fixes how the radius grows with the atom number:

NΩ = 4πr³/3

Ω dN = 4πr² dr

dr/dN = Ω/(4πr²)

The excess free energy is area times surface energy:

G = 4πr²γ

dG/dr = 8πrγ

The shift Δμ is the derivative with respect to N, by the chain rule:

Δμ = dG/dN = 8πrγ · Ω/(4πr²) = 2γΩ/r

Your average is

G/N = 4πr²γ · 3Ω/(4πr³) = 3γΩ/r

The missing third follows from writing G = N·(G/N) and differentiating the product:

dG/dN = G/N + N d(G/N)/dN

Since r grows as N^(1/3), G/N falls as N^(−1/3), and the second term is −(1/3)(G/N) = −γΩ/r. In words, a new atom brings the average cost with it, but it also makes the particle larger and so lowers the average for all the atoms already there. The sum is 3γΩ/r − γΩ/r = 2γΩ/r.

Now the numbers. One J/m2 is 6.2415 eV/nm2, so γ = 15.604 eV/nm2, and

Δμ = 2 × 15.604 × 0.0151 / 1.0 = 0.471 eV

or 0.0173 hartree. The sphere holds N = 4π/(3 × 0.0151) = 277 atoms and has a total surface energy of 4π × 15.604 = 196 eV. Their quotient is your 0.71 eV.

**Is a derivative allowed for 277 atoms?**

Within the smooth-sphere model, yes. Expand the energy of the last atom about N:

G(N) − G(N−1) = G′ − G″/2 + …

Here G′ = Δμ. Because Δμ varies as N^(−1/3), its derivative is

G″ = dΔμ/dN = −Δμ/(3N)

so that

G(N) − G(N−1) = Δμ [1 + 1/(6N) + …]

The correction is 0.471/(6 × 277) = 0.0003 eV, which is negligible. Whether real atoms behave like a smooth sphere is a separate question, taken up under facets.

The sign of G″ has a physical meaning. Let the particle exchange atoms with a reservoir held at chemical potential μ_R above the bulk. The function to examine is G(N) − μ_R N. It is stationary where Δμ = μ_R, that is, at the radius

r* = 2γΩ/μ_R

Its second derivative there is G″, which is negative: −0.00057 eV per added atom for our particle. The stationary point is a maximum, so the balance is unstable. A particle slightly larger than r* lowers the free energy by growing, and one slightly smaller does so by shrinking. A 1 nm particle is therefore the critical size when the surroundings are held 0.47 eV above bulk platinum.

**What the oxide changes**

Let the island be a spherical cap with contact angle θ, measured through the metal, and write c = cos θ. The curved area is 2πr²(1−c) and the base area is πr²(1−c²), where r is the radius of curvature. Covering the oxide replaces bare oxide by metal–oxide interface. Call the cost of this per unit area −γc₀, which defines c₀. Then

G = πr²γ [2(1−c) − c₀(1−c²)]

V = πr³ (2 − 3c + c³)/3

Both r and c can vary. Changing c at fixed r gives

∂G/∂c = πr²γ(−2 + 2c₀c)

∂V/∂c = −πr³(1−c²)

Now set c = c₀. The first line becomes −2πr²γ(1−c²), and the ratio of the two is

(∂G/∂c)/(∂V/∂c) = 2γ/r

Changing r at fixed c needs the bracket in G at c = c₀:

2 − 2c − c + c³ = 2 − 3c + c³

(∂G/∂r)/(∂V/∂r) = 2πrγ(2−3c+c³) / [πr²(2−3c+c³)] = 2γ/r

The two ratios agree, which settles two things at once. If r and c change together so that V stays fixed, G does not change to first order, so c = c₀ is a stationary shape. This is Young's equation. And if V does change, the cost is 2γ/r per unit volume whichever way the shape adjusts. One atom has volume Ω, so again

Δμ = 2γΩ/r

For a contact angle of 120°, a value chosen for illustration, c₀ = −0.5. Minimizing G numerically over the angle at fixed volume returns 120°, so the stationary shape is indeed the minimum. The cap with r = 1 nm has volume π × 3.375/3 = 3.53 nm3 and holds 234 atoms instead of 277, but its shift is the same 0.471 eV.

In this model, which leaves out any strain imposed by the oxide, the oxide therefore changes how many atoms go with a given curvature, not the shift at that curvature. This matters when r is read from an image taken from above. For θ of 90° or more, the outline of the cap has radius r. For a smaller angle the outline is the base circle, of radius R = r sin θ, and the radius to use is R/sin θ. A flat, well-wetting island thus has a smaller shift than its outline suggests.

**What 0.47 eV does at 573 K**

Atoms can pass between islands as single platinum atoms on the oxide. Suppose such an adatom has energy E_a above an atom in bulk platinum, and that each oxide site holds at most one. An empty site has statistical weight 1 and a filled one has weight z = exp[−(E_a − μ)/kT], so the filled fraction is

z/(1+z) ≈ z when z ≪ 1

Next to bulk metal μ = 0, and in equilibrium with the particle μ = Δμ. In the ratio of the two fractions E_a cancels:

enrichment = exp(Δμ/kT)

At 573 K, kT = 0.0494 eV and Δμ/kT = 9.54. The enrichment is about 1.4 × 10⁴. The linear form 1 + Δμ/kT, which is valid for large particles or high temperature, would give 10.5 and is useless here.

The dilute limit must hold for the particle as well as for the bulk. With E_a = 1.0 eV, for example, the gap E_a − Δμ is 0.53 eV, still more than ten times kT. If E_a were close to Δμ, sites would fill up and the enrichment would be smaller than the exponential.

Now put a 2 nm particle nearby, with the same γ and temperature. Its shift is half as large, 0.236 eV. An atom moving from the small particle to the large one lowers the free energy by

0.4712 − 0.2356 = 0.2356 eV

or about 0.24 eV. The adatom fractions in equilibrium with the two particles differ by a factor exp(0.2356/0.04938) = 118. That difference favours ripening, in which the small particle shrinks and feeds the large one. It gives the direction and the driving force, not the rate, which depends on how many adatoms there are and how easily atoms detach and diffuse.

The rate can be practically zero. The E_a of 1.0 eV above is only an illustration: E_a is the cohesive energy of platinum, about 5.8 eV, minus the binding of the adatom to the oxide. If that binding is 3 eV, for example, E_a is 2.8 eV, and even next to the 1 nm particle only about 3 × 10⁻²¹ of the sites are filled. Ripening by bare platinum atoms would then be negligible during growth, and the islands could coarsen only by other routes, such as moving and merging or exchanging a volatile platinum oxide.

**Facets and single atoms**

A platinum particle is a crystal, so consider a model in which each pair of nearest neighbours in the face-centred cubic lattice is bound by an energy ε. An atom in a (111) face lacks 3 of its 12 neighbours and occupies an area √3a²/4, where a is the lattice constant. An atom in a (100) face lacks 4 and occupies a²/2. Half of each broken bond belongs to each of the two surfaces made by a cut, so

γ₁₁₁ = (3ε/2)/(√3a²/4) = 2√3 ε/a²

γ₁₀₀ = (4ε/2)/(a²/2) = 4ε/a²

Their ratio is γ₁₀₀/γ₁₁₁ = 2/√3. In the equilibrium (Wulff) shape the distances of the faces from the centre have this same ratio. A regular truncated octahedron of edge ℓ has its square faces at √2 ℓ and its hexagonal faces at √6 ℓ/2, and √2/(√6/2) = 2/√3. Among shapes bounded by these two kinds of face, it is therefore the equilibrium shape of this model.

Its volume and area are

V = 8√2 ℓ³

A = (6 + 12√3) ℓ²

A sphere of the same volume has area (36πV²)^(1/3) = 24.37 ℓ², while A = 26.78 ℓ². The ratio is Q = 1.099. If the shape is kept as N changes and the area-averaged surface energy is held at 2.5 J/m2, then G is Q times the value for the sphere at every N, and so is its derivative:

Δμ(faceted) = Q · 2γΩ/r = 1.099 × 0.471 = 0.518 eV

Here r is the radius of the sphere of equal volume. The facets add 0.047 eV.

Does this survive when atoms are counted one by one? The squares make up 6/26.78 = 0.224 of the area, so the average surface energy is

(0.224 × 4 + 0.776 × 2√3) ε/a² = 3.584 ε/a²

With a = (4Ω)^(1/3) = 0.392 nm, a value of 2.5 J/m2 requires ε = 0.670 eV. This ε is fitted to the surface energy only: it gives a bulk binding of 6ε = 4.0 eV per atom, below the 5.8 eV of real platinum, so the model tests the geometry of the continuum law rather than the energetics of the metal. I built the truncated octahedra with 201 and 586 atoms on the lattice and counted their bonds. Compared with 6 bonds per atom in the bulk, they lack 258 and 528 bonds. The average cost per added atom between these sizes is

0.670 × (528 − 258)/(586 − 201) = 0.470 eV

The continuum expression Qγ × (difference in sphere areas)/(difference in N) also gives 0.470 eV. In this model, then, the continuum law works well at these sizes. That the figure resembles the 0.471 eV of the sphere is a coincidence. It is an average over the range from 201 to 586 atoms, whereas the faceted value at 277 atoms is 0.518 eV.

Individual atoms are another matter. A corner atom of these clusters has 6 neighbours. Removing it breaks 6 bonds, which is also the binding energy per atom of the bulk, since 12 bonds are each shared by two atoms. The shift for that one step is zero. In this model the Gibbs–Thomson value describes the average over a complete shell, from one closed truncated octahedron to the next, not each atom or each single layer along the way.

**Other corrections, one at a time**

The following estimates each start from the clean sphere with Δμ = 0.471 eV. The inputs are rough values or model choices.

*Curvature.* Suppose γ depends on size as γ(1 − 2δ/r), with a length δ much smaller than r. Then

G = 4πγ(r² − 2δr)

Δμ = 8πγ(r − δ) · Ω/(4πr²) = (2γΩ/r)(1 − δ/r)

For δ = 0.1 nm the shift falls by 0.047 eV. With the opposite sign of δ it rises by the same amount.

*Elastic relaxation.* Stretching a solid surface costs a surface stress f, which need not equal γ. If all lengths change by a small fraction s, the area changes by 2s and the volume by 3s, and the added energy is

F = 2fAs + (9/2)KVs²

where K is the bulk modulus. Setting dF/ds = 0 and using A/V = 3/r gives

s = −2fA/(9KV) = −2f/(3Kr)

Inserting this s, with A²/V = 12πr, gives

F = −2f²A²/(9KV) = −8πf²r/(3K)

Multiplying dF/dr by Ω/(4πr²) gives the change in the shift:

−2f²Ω/(3Kr²)

For f = 5 J/m2 and K = 280 GPa the particle contracts by 1.2 percent in length, and the shift falls by 0.006 eV. Relative to 2γΩ/r the change is f²/(3Kγr), here about 1 percent. It is small because f/(Kr), which sets the strain, is small.

*Adsorbed oxygen.* Adsorption lowers the surface energy according to dγ = −Γ dμ_gas, where Γ is the number of adsorbed atoms per area. For n independent sites per area, Γ = n/(1 + exp(−x/kT)), where x is the gas potential measured from half filling. Integrating from an empty surface up to x = g gives

γ(clean) − γ = n kT ln[1 + exp(g/kT)] ≈ n g for g ≫ kT

Take one site for every four atoms of a (111) face, so n = 0.25 × 4/(√3a²) = 3.75 per nm2, and a net gain g = 0.5 eV per oxygen atom. Then γ falls by 1.875 eV/nm2, or 12 percent, and the shift falls by

2 × 1.875 × 0.0151 / 1.0 = 0.057 eV

*Temperature.* If 2.5 J/m2 is a room-temperature value and γ falls by about 2 × 10⁻⁴ J/m2 per kelvin, heating from 293 to 573 K lowers the shift by 0.011 eV.

**How far to trust the number**

For platinum deposition on oxides, temperatures near 573 K and nanometre-sized islands in the early cycles are realistic, and 2.5 J/m2 is a reasonable rough value for clean platinum. The assumption most plainly broken in a reactor is the clean surface, because the oxygen or other reactants used in the process can cover the metal. In the estimate above that moves the shift by about 12 percent. Stronger binding or denser coverage would move it further.

With the inputs chosen above, facets, curvature and adsorption each change the result by about a tenth, with different signs. They should not simply be added, because they can depend on each other: oxygen that binds more strongly to one kind of face, for instance, can also change the equilibrium shape and with it the facet correction. So 0.47 eV is the right answer to the problem as set, while for a real particle "roughly half an electronvolt" is as much as the model supports. Real supported islands can depart from it by more than these estimates. Adsorption calorimetry on metals such as silver, copper and gold on oxides finds shifts above the bulk-γ formula at diameters of a few nanometres, commonly fitted by an extra factor 1 + D₀/D with D₀ near 1.5 nm. Applied at a diameter D of 2 nm, that factor would give about 0.8 eV and an adatom enrichment near 10⁷.

The exponential is less forgiving. The facet correction alone multiplies the adatom enrichment by exp(0.0467/0.04938) = 2.6, and the oxygen correction alone multiplies it by 0.32. If the shift is uncertain by 0.1 eV either way, the enrichment is uncertain by a factor exp(0.1/0.04938) = 7.6 either way, and can lie anywhere between about 2 × 10³ and 10⁵. The value 1.4 × 10⁴ belongs to the clean, smooth sphere. For much smaller clusters, a smooth surface with a single γ is no longer a sound starting point, and the energies of the individual clusters have to be computed instead.
